# Repulsion of upright inhibitor dipoles and the three-halves power of coverage: a program that tests the result

```python
"""
Result under test: upright rigid point dipoles p on a square lattice of
spacing a, in a medium of relative permittivity eps_r, have the repulsion
energy per molecule
    u = S p^2 / (8 pi eps0 eps_r a^3),  S = sum' (i^2 + j^2)^(-3/2),
so u = u(1) * theta^(3/2) when the layer stays a square lattice as the
coverage theta = (a0/a)^2 changes (a0 = spacing of the full layer).
Random filling of a fixed grid gives u(1) * theta instead.
Reduced sums use lengths in lattice spacings and 4 pi eps0 eps_r = p = 1.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.spatial.distance import pdist


def disc_sum(kernel, v1=(1.0, 0.0), v2=(0.0, 1.0), radius=250.0, tail=1.0,
             occupied=None):
    """Sum kernel(x, y) over lattice points other than the origin in a disc.
    The part outside is replaced by the integral of tail * density / r^3."""
    m = int(1.3 * radius)
    i, j = np.meshgrid(np.arange(-m, m + 1), np.arange(-m, m + 1))
    x = i * v1[0] + j * v2[0]
    y = i * v1[1] + j * v2[1]
    r2 = x**2 + y**2
    keep = (r2 > 1e-12) & (r2 <= radius**2)
    if occupied is not None:
        keep &= occupied(i, j)
    density = 1.0 / abs(v1[0] * v2[1] - v1[1] * v2[0])
    return kernel(x[keep], y[keep]).sum() + 2 * np.pi * density * tail / radius


def point_kernel(x, y):
    return (x**2 + y**2) ** -1.5


def charge_pair(r, length, height=None, kappa=0.0):
    """Energy of two upright charge pairs, from the single charges.
    With a height, the images of one pair in a metal are included."""
    total = 0.0
    for s1 in (1, -1):
        for s2 in (1, -1):
            dz = (s1 - s2) * length / 2
            d = np.sqrt(r**2 + dz**2)
            total = total + s1 * s2 * np.exp(-kappa * d) / d
            if height is not None:
                zsum = 2 * height + (s1 + s2) * length / 2
                total = total - s1 * s2 / np.sqrt(r**2 + zsum**2)
    return total / length**2


def image_kernel(r, h):
    return (r**2 - 8 * h**2) / (r**2 + 4 * h**2) ** 2.5


def screened_kernel(r, kappa):
    return (1 + kappa * r) * np.exp(-kappa * r) / r**3


# ---- pair laws against explicit charges
for r in (0.7, 1.0, 2.3):
    assert abs(charge_pair(r, 1e-3) * r**3 - 1) < 1e-5
    with_image = 1 / r**3 + image_kernel(r, 0.6)
    assert abs(charge_pair(r, 0.01, height=0.6) / with_image - 1) < 2e-3
    assert abs(charge_pair(r, 1e-3, kappa=0.8)
               / screened_kernel(r, 0.8) - 1) < 1e-5

# ---- lattice constant S: rapidly converging integral against direct sum


def theta_squared_minus_one(s):
    w = 2 * sum(np.exp(-np.pi * n * n * s) for n in range(1, 7))
    return w * (2 + w)


integral = quad(lambda s: (s**0.5 + s**-1.5) * theta_squared_minus_one(s),
                1, 15, epsabs=1e-12)[0]
S = 2 * np.pi * (4 / 3 + integral)
S_direct = disc_sum(point_kernel)
S_no_tail = disc_sum(point_kernel, tail=0.0)
assert abs(S_direct / S - 1) < 2e-5

# ---- factor one half: all pairs of finite patches, extrapolated in size
sizes = np.array([12, 20, 32, 48])
per_molecule = []
for n in sizes:
    gx, gy = np.meshgrid(np.arange(n), np.arange(n))
    sites = np.column_stack([gx.ravel(), gy.ravel()]).astype(float)
    per_molecule.append((pdist(sites) ** -3.0).sum() / n**2)
design = np.column_stack([np.ones(4), np.log(sizes) / sizes,
                          1 / sizes, 1 / sizes**2])
patch_limit = np.linalg.solve(design, np.array(per_molecule))[0]
assert abs(patch_limit / (S / 2) - 1) < 2e-3

# ---- removal from a frozen lattice releases twice the energy per molecule
g = np.arange(-20, 21)
gx, gy = np.meshgrid(g, g)
sites = np.column_stack([gx.ravel(), gy.ravel()]).astype(float)
r_site = np.hypot(sites[:, 0], sites[:, 1])
sites = sites[r_site <= 20.5]
others = sites[np.hypot(sites[:, 0], sites[:, 1]) > 0]
released = (pdist(sites) ** -3.0).sum() - (pdist(others) ** -3.0).sum()
released += 2 * np.pi / 20.5
assert abs(released / (2 * patch_limit) - 1) < 5e-3

# ---- chemical potential at fixed area: 5/2 of the energy per molecule


def energy_per_area(density):
    a = density**-0.5
    return 0.5 * density * disc_sum(point_kernel, (a, 0.0), (0.0, a))


step = 0.02
slope = (energy_per_area(1 + step) - energy_per_area(1 - step)) / (2 * step)
mu_ratio = slope / (S / 2)
assert abs(mu_ratio - 2.5) < 5e-3

# ---- square patterns on a fixed grid follow the power 3/2
patterns = [
    (1 / 2, lambda i, j: (i + j) % 2 == 0),
    (1 / 4, lambda i, j: (i % 2 == 0) & (j % 2 == 0)),
    (1 / 5, lambda i, j: (i + 2 * j) % 5 == 0),
    (1 / 9, lambda i, j: (i % 3 == 0) & (j % 3 == 0)),
]
pattern_sums = []
for cov, rule in patterns:
    value = disc_sum(point_kernel, tail=cov, occupied=rule)
    pattern_sums.append(value)
    assert abs(value / (S * cov**1.5) - 1) < 3e-4
exponent = np.polyfit(np.log([c for c, _ in patterns]),
                      np.log(pattern_sums), 1)[0]
assert abs(exponent - 1.5) < 1e-3

# ---- patterns that are not square do not
rows = disc_sum(point_kernel, tail=0.5, occupied=lambda i, j: i % 2 == 0)
rows_ratio = rows / (S * 0.5**1.5)
assert rows_ratio > 1.1

# ---- random filling of a fixed periodic grid is linear in coverage
rng = np.random.default_rng(7)
L = 32
d = np.minimum(np.arange(L), L - np.arange(L)).astype(float)
r2 = d[:, None] ** 2 + d[None, :] ** 2
r2[0, 0] = 1.0
V = r2**-1.5
V[0, 0] = 0.0
V_hat = np.fft.fft2(V)
random_ratio = {}
for cov in (0.25, 0.5):
    n_occ = int(cov * L * L)
    samples = []
    for _ in range(400):
        occ = np.zeros(L * L)
        occ[rng.choice(L * L, n_occ, replace=False)] = 1.0
        occ = occ.reshape(L, L)
        field = np.fft.ifft2(np.fft.fft2(occ) * V_hat).real
        samples.append((occ * field).sum() / n_occ / V.sum())
    random_ratio[cov] = np.mean(samples)
    assert abs(random_ratio[cov] / cov - 1) < 0.02

# ---- hexagonal layer of the same density
s_hex = np.sqrt(2 / np.sqrt(3))
S_hex = disc_sum(point_kernel, (s_hex, 0.0),
                 (s_hex / 2, s_hex * np.sqrt(3) / 2))
assert S_hex < S

# ---- worked example: rough values for a dried film-forming amine on steel
debye = 1e-21 / const.c
p_D, a0_nm, T, eps_r = 1.3, 0.5, 298.0, 1.0
alpha_nm3, h_nm, length_nm, tilt_deg = 0.004, 0.3, 0.15, 20.0
salt_molar, eps_water = 0.1, 78.0
p, a0 = p_D * debye, a0_nm * 1e-9
N0 = 1 / a0**2
meV = const.e * 1e-3
kT = const.k * T / meV
pair0 = p**2 / (4 * np.pi * const.epsilon_0 * eps_r * a0**3) / meV
u1 = S * p**2 * N0**1.5 / (8 * np.pi * const.epsilon_0 * eps_r) / meV

# same energy from real charges in SI units
sep = 0.002 * a0
q = p / sep
coulomb = q**2 / (4 * np.pi * const.epsilon_0 * eps_r)


def si_kernel(x, y):
    r = a0 * np.hypot(x, y)
    return 2 * coulomb * (1 / r - 1 / np.sqrt(r**2 + sep**2)) / meV


u1_charges = 0.5 * disc_sum(si_kernel, tail=pair0)
assert abs(u1_charges / u1 - 1) < 5e-5

# local field and potential step across the layer
field_MV_cm = S * p / (4 * np.pi * const.epsilon_0 * eps_r * a0**3) / 1e8
z = 3.0
one_side = disc_sum(lambda x, y: z / (x**2 + y**2 + z**2) ** 1.5, tail=z)
one_side += 1 / z**2
assert abs(2 * one_side / (4 * np.pi) - 1) < 1e-3
step_V = N0 * p / (const.epsilon_0 * eps_r)

# free energy of ordered and random layers at quarter coverage
cov = 0.25
u_ordered, u_random = u1 * cov**1.5, u1 * cov
entropy_k = -(cov * np.log(cov) + (1 - cov) * np.log(1 - cov)) / cov
F_random = u_random - kT * entropy_k
assert F_random < u_ordered

# neglected effects, one at a time


def image_factor(h_over_a):
    extra = disc_sum(lambda x, y: image_kernel(np.hypot(x, y), h_over_a))
    return 1 + extra / S


image = {c: image_factor(h_nm / a0_nm * c**0.5) for c in (1, 1/4, 1/9)}
assert abs(image_factor(0.01) - 2) < 0.01

alpha_red = alpha_nm3 / a0_nm**3
polar_factor = 1 / (1 + alpha_red * S)
best = minimize_scalar(lambda m: 0.5 * S * (1 + m)**2 + m**2 / (2*alpha_red))
assert abs(best.fun / (0.5 * S) - polar_factor) < 1e-6

tau, azimuth = np.radians(tilt_deg), np.radians(25.0)


def tilted_kernel(x, y):
    r = np.hypot(x, y)
    along = np.sin(tau) * (x * np.cos(azimuth) + y * np.sin(azimuth)) / r
    return (1 - 3 * along**2) / r**3


tilt_factor = 1 - 1.5 * np.sin(tau) ** 2
assert abs(disc_sum(tilted_kernel, tail=0.0) / S_no_tail - tilt_factor) < 1e-6

l_red = length_nm / a0_nm
length_factor = disc_sum(lambda x, y: charge_pair(np.hypot(x, y), l_red)) / S

ion_density = const.N_A * salt_molar * 1e3
debye_nm = 1e9 * np.sqrt(const.epsilon_0 * eps_water * const.k * T
                         / (2 * ion_density * const.e**2))
screen = {}
for c in (1, 1/4):
    kap = a0_nm / c**0.5 / debye_nm
    screen[c] = disc_sum(lambda x, y: screened_kernel(np.hypot(x, y), kap),
                         tail=0.0) / S

print(f"lattice constant S (integral)       {S:.5f}")
print(f"lattice constant S (direct sum)     {S_direct:.5f}")
print(f"integral inside S                   {integral:.6f}")
print(f"S/2 from finite patches             {patch_limit:.4f}")
print(f"frozen removal energy / u           {released/(S/2):.4f}")
print(f"chemical potential / u              {mu_ratio:.4f}")
print(f"fitted exponent, square patterns    {exponent:.5f}")
print(f"alternate rows / 3/2 law, theta=1/2 {rows_ratio:.4f}")
for c, value in random_ratio.items():
    print(f"random filling u/u(1), theta={c:.2f}   {value:.4f}")
print(f"hexagonal / square, same density    {S_hex/S:.4f}")
print(f"dipole p                            {p_D:.2f} D")
print(f"dipole p in SI                      {p:.4e} C m")
print(f"full-layer spacing a0               {a0_nm:.2f} nm")
print(f"full-layer density N0               {N0*1e-18:.2f} nm^-2")
print(f"relative permittivity               {eps_r:.1f}")
print(f"temperature                         {T:.0f} K")
print(f"thermal energy kT                   {kT:.2f} meV")
print(f"nearest-pair energy, full layer     {pair0:.3f} meV")
print(f"u(1) from formula                   {u1:.2f} meV")
print(f"u(1) from explicit charges          {u1_charges:.2f} meV")
print(f"u(1) per mole                       "
      f"{u1*meV*const.N_A/1e3:.2f} kJ/mol")
for name, c in (("1", 1), ("1/2", 1/2), ("1/4", 1/4), ("1/9", 1/9)):
    print(f"theta={name:4s} a={a0_nm/c**0.5:.3f} nm  "
          f"u={u1*c**1.5:.2f} meV  u/kT={u1*c**1.5/kT:.3f}")
print(f"frozen removal energy 2u(1)         {2*u1:.2f} meV")
print(f"chemical potential 5u(1)/2          {2.5*u1:.2f} meV")
print(f"local field, full layer             {field_MV_cm:.1f} MV/cm")
print(f"potential step, rigid dipoles       {step_V:.2f} V")
print(f"potential step, polarizable         {step_V*polar_factor:.2f} V")
print(f"theta=1/4 random mean energy        {u_random:.2f} meV")
print(f"theta=1/4 mixing entropy            {entropy_k:.3f} k/molecule")
print(f"theta=1/4 random free energy        {F_random:.2f} meV")
print(f"height above image plane            {h_nm:.2f} nm")
for name, c in (("1", 1), ("1/4", 1/4), ("1/9", 1/9)):
    print(f"image factor, theta={name:4s}            {image[c]:.3f}")
print(f"polarizability volume               {alpha_nm3:.4f} nm^3")
print(f"polarizability factor, theta=1      {polar_factor:.3f}")
print(f"common tilt                         {tilt_deg:.0f} deg")
print(f"tilt factor                         {tilt_factor:.3f}")
print(f"charge separation                   {length_nm:.2f} nm")
print(f"finite-length factor, theta=1       {length_factor:.3f}")
print(f"salt concentration if wetted        {salt_molar:.1f} mol/L")
print(f"water relative permittivity         {eps_water:.0f}")
print(f"Debye length                        {debye_nm:.3f} nm")
print(f"ion screening factor, theta=1       {screen[1]:.3f}")
print(f"ion screening factor, theta=1/4     {screen[1/4]:.3f}")
print("all tests passed")
```

Printed output:

```
lattice constant S (integral)       9.03362
lattice constant S (direct sum)     9.03362
integral inside S                   0.104412
S/2 from finite patches             4.5168
frozen removal energy / u           1.9998
chemical potential / u              2.5001
fitted exponent, square patterns    1.50000
alternate rows / 3/2 law, theta=1/2 1.2678
random filling u/u(1), theta=0.25   0.2496
random filling u/u(1), theta=0.50   0.4994
hexagonal / square, same density    0.9844
dipole p                            1.30 D
dipole p in SI                      4.3363e-30 C m
full-layer spacing a0               0.50 nm
full-layer density N0               4.00 nm^-2
relative permittivity               1.0
temperature                         298 K
thermal energy kT                   25.68 meV
nearest-pair energy, full layer     8.439 meV
u(1) from formula                   38.12 meV
u(1) from explicit charges          38.12 meV
u(1) per mole                       3.68 kJ/mol
theta=1    a=0.500 nm  u=38.12 meV  u/kT=1.484
theta=1/2  a=0.707 nm  u=13.48 meV  u/kT=0.525
theta=1/4  a=1.000 nm  u=4.76 meV  u/kT=0.186
theta=1/9  a=1.500 nm  u=1.41 meV  u/kT=0.055
frozen removal energy 2u(1)         76.23 meV
chemical potential 5u(1)/2          95.29 meV
local field, full layer             28.2 MV/cm
potential step, rigid dipoles       1.96 V
potential step, polarizable         1.52 V
theta=1/4 random mean energy        9.53 meV
theta=1/4 mixing entropy            2.249 k/molecule
theta=1/4 random free energy        -48.23 meV
height above image plane            0.30 nm
image factor, theta=1               1.118
image factor, theta=1/4             1.464
image factor, theta=1/9             1.688
polarizability volume               0.0040 nm^3
polarizability factor, theta=1      0.776
common tilt                         20 deg
tilt factor                         0.825
charge separation                   0.15 nm
finite-length factor, theta=1       0.964
salt concentration if wetted        0.1 mol/L
water relative permittivity         78
Debye length                        0.959 nm
ion screening factor, theta=1       0.691
ion screening factor, theta=1/4     0.471
all tests passed
```
